# Two peaks in a time-constant spectrum need not mean two traps

## Question

I recorded the recovery of the drain current after an off-state stress in a GaN transistor and inverted the transient into a spectrum of time constants. With light regularization I get two clean peaks about a decade apart. A sum of two exponentials also fits the data within the noise. May I conclude that there are two traps? If not, can someone construct a transient with only one broad distribution behind it that gives the same picture?

## Answer

No, the two peaks alone don't justify that conclusion, and neither does the good fit. A counterexample needs one band of trap energies, enough noise and a weak smoothing term.

### One band, one broad peak

Let the traps only emit, with no recapture, and let the current loss be proportional to the trapped charge. A trap of depth $E$ empties at the rate

$$\frac1\tau=\sigma_n v_{th}N_c\,e^{-E/kT},$$

where $\sigma_n$ is the capture cross-section, $v_{th}$ the thermal velocity and $N_c$ the effective density of states. With $u=\ln(\tau/1\,\mathrm s)$,

$$u=\frac{E}{kT}-\ln(\sigma_n v_{th}N_c\cdot1\,\mathrm s).$$

This is linear in $E$. If all traps share one $\sigma_n$ and their energies are Gaussian with standard deviation $\sigma_E$, then $u$ is Gaussian with width $s=\sigma_E/kT$. The current is

$$I(t)=I_\infty-\Delta I\int p(u)\,\exp(-te^{-u})\,du ,$$

with $t$ in seconds and $p$ the fraction of traps per e-fold of $\tau$.

I take round values: mean depth 0.60 eV, $\sigma_E=35$ meV, $T=300$ K, $\sigma_n=10^{-15}$ cm², $I_\infty=500$ mA/mm and $\Delta I=100$ mA/mm. An effective mass $m=0.20\,m_e$ sets $v_{th}=\sqrt{3kT/m}$ and $N_c=2(2\pi mkT/h^2)^{3/2}$. Then $s=35/25.85=1.354$, and $p$ has a single maximum at 0.205 s with a full width at half maximum of 1.38 decades. The current is sampled at 71 times, evenly spaced in $\ln t$ from 0.1 ms to 1000 s, with independent Gaussian noise of 3 mA/mm. Relative to the collapse, the noise is $\varepsilon=0.03$.

### What the inversion returns

The inversion minimizes

$$\chi^2+\lambda^2\int (p'')^2du,\qquad p\ge0,$$

with a free offset, on 41 values of $\tau$ from 1 ms to 100 s. I count a peak if its prominence is at least 10% of the highest peak.

For one noise realization, $\lambda=0.03$ gives peaks at 0.075 s and 0.750 s, with 54% and 46% of the area and practically nothing between them. The grid spacing is 0.29 e-folds, so these positions are coarse; with 161 nodes the peaks lie at 0.081 s and 0.698 s with the same areas. The misfit is $\chi^2=61.4$, against 61.3 with no smoothing at all. The largest $\lambda$ that raises $\chi^2$ by no more than $\sqrt{2N}=11.9$ above that minimum ($N=71$) is about 31. It gives one peak, at 0.237 s.

I selected this realization. It is the first of 60 with two substantial weak-smoothing peaks, one peak under the stronger smoothing, and an acceptable two-exponential fit. It is also the only one of the 60 with exactly two weak-smoothing peaks: 32 had three and 27 had four or more. None had one. In this example splitting is therefore the rule. Exactly two peaks are rare largely because this count includes small peaks far from the band. Among peaks within $2s$ of the band's centre that hold more than 10% of the area, 20 realizations have two and 40 have three. The stronger smoothing gave one peak in all 60.

### Why the data cannot prevent the splitting

Put $x=\ln(t/1\,\mathrm s)$ and $k(x)=\exp(-e^x)$. The trapped fraction is then a convolution, $f(x)=\int p(u)k(x-u)\,du$. Add a ripple $\cos\omega u$ to $p$. Since $-k'(v)=e^v\exp(-e^v)$, its contribution to $-f'(x)$ is, with $v=x-u$ and then $y=e^v$,

$$\mathrm{Re}\left[e^{i\omega x}\int_{-\infty}^{\infty}e^{-i\omega v}e^{v-e^v}dv\right]
=\mathrm{Re}\left[e^{i\omega x}\int_0^\infty y^{-i\omega}e^{-y}dy\right]
=\mathrm{Re}\left[e^{i\omega x}\,\Gamma(1-i\omega)\right].$$

The reflection formula $\Gamma(1+z)\Gamma(1-z)=\pi z/\sin\pi z$ at $z=i\omega$ gives $|\Gamma(1-i\omega)|^2=\pi\omega/\sinh\pi\omega$. Integrating over $x$ to return from $f'$ to $f$ divides the amplitude by $\omega$; the constant of integration joins the offset. A ripple therefore reaches the transient multiplied by

$$g(\omega)=\sqrt{\frac{\pi}{\omega\sinh\pi\omega}}\;\approx\;\sqrt{\frac{2\pi}{\omega}}\,e^{-\pi\omega/2}\quad(\pi\omega\gg1).$$

The two peaks are 2.30 e-folds apart, so $\omega=2\pi/2.30=2.73$ and $g=0.021$. The true density has its maximum at $1/(s\sqrt{2\pi})=0.295$. An endless ripple of that amplitude, enough to carve $p$ down to zero locally, changes the current by about $100\times0.295\times0.021=0.6$ mA/mm. If the ripple is confined to the band, its envelope mixes in longer periods, which are damped less, and the change reaches about 1.4 mA/mm. The noise on each point is 3 mA/mm.

Now let the smoothing act. Ignore $p\ge0$ and the ends of the grid for the moment. If the true ripple has amplitude $a$ and the fitted one $b$, the cost per e-fold, with $n=4.34$ data points per e-fold, is

$$\frac{n g^2(b-a)^2}{2\varepsilon^2}+\frac{\lambda^2\omega^4b^2}{2},$$

because $\cos^2$ averages to one half and two derivatives bring down $\omega^2$. Setting the derivative with respect to $b$ to zero gives

$$\frac{ng^2}{\varepsilon^2}(b-a)+\lambda^2\omega^4b=0
\quad\Rightarrow\quad
F\equiv\frac ba=\frac{1}{1+\lambda^2\omega^4\varepsilon^2/(n g^2)} .$$

Noise of amplitude $\eta$ at this frequency, in phase with the ripple's signal, replaces $a$ by $a+\eta/g$. Here $ng^2/\varepsilon^2=4.34\times0.0209^2/0.0009=2.11$ and $\lambda^2\omega^4=0.0009\times55.5=0.050$, so $F=0.98$. The weak smoothing passes this ripple almost untouched, and the noise in it arrives amplified by $1/g\approx48$. The period at which $F=1/2$ is 1.79 e-folds for the weak smoothing and 6.03 for the stronger one.

### Without smoothing, lines are unavoidable

Let $r_i$ be the measured minus the fitted trapped fraction at time $t_i$. Adding a small weight $\delta$ at the rate $q=1/\tau$ changes $r_i$ by $-\delta e^{-qt_i}$, and to first order

$$\tfrac12\sum_i r_i^2\;\to\;\tfrac12\sum_i r_i^2-\delta\,G(q),\qquad G(q)=\sum_i r_ie^{-qt_i}.$$

At the minimum no allowed change may lower the sum. Since $\delta>0$ is allowed everywhere, $G\le0$. Where $p>0$, a small $\delta<0$ is allowed too, so $G=0$.

Suppose $p>0$ on a whole interval. Then the analytic function $G$ vanishes there and hence everywhere. Exponentials with different $t_i$ are linearly independent, so every $r_i$ would be zero. But a fit with $p\ge0$ gives a current that never falls, while the noisy current reads 502.9 mA/mm at 100 s and 496.8 mA/mm at 1000 s. The residuals cannot all vanish, so $G$ has finitely many zeros in the allowed range of rates, and the unsmoothed solution is a set of isolated lines whatever the true $p$ is.

The numbers agree: going from 41 to 161 grid nodes over the same range shrinks the occupied width from 2.30 to 0.58 e-folds, which is eight nodes in both cases.

### Why two exponentials fit so well

Compare the Gaussian with two equal lines at $u_0\pm s$, where $u_0$ is its centre. The mean powers of $u-u_0$ from the first to the fourth are $0,s^2,0,3s^4$ for the Gaussian and $0,s^2,0,s^4$ for the lines. In a Taylor expansion of the kernel the first difference is therefore

$$\frac{3s^4-s^4}{4!}\,k''''(x-u_0)=\frac{s^4}{12}\,k''''(x-u_0).$$

This is the leading term for small $s$. At $s=1.354$ the actual difference reaches 5.2 mA/mm, but least squares can move and reweight the lines. The best noise-free pair lies at 0.067 s and 0.657 s. Its summed squared misfit, in units of $\Delta I^2$, is $D=0.00641$, an rms error of $100\sqrt{0.00641/71}=0.95$ mA/mm.

With five fitted parameters (two times, two amplitudes, one offset) the expected misfit is, after linearizing about the best pair,

$$\langle\chi^2\rangle\approx N-5+\frac{D}{\varepsilon^2}=66+7.1 .$$

The excess of 7.1 is below the natural scatter of $\chi^2$, about 12, so a goodness-of-fit test at the 95% level accepts two exponentials in 52 of the 60 realizations. In the displayed realization two exponentials give $\chi^2=62.6$, while the single band, which is the truth and has one parameter fewer, gives 65.4. The difference between two fits to the same data scatters less, by about 5. The band has the lower $\chi^2$ in 48 of the 60 realizations, and the displayed difference of $-2.8$ is among the four most favourable to two lines. With two real traps at 0.067 s and 0.657 s, the lines win in 54 of 60. At this noise a direct comparison is therefore suggestive but not decisive, and here it points the wrong way.

### An Arrhenius plot may not help

I refitted the noise-free band with two exponentials at 280, 300, 320 and 340 K. Since $v_{th}N_c\propto T^2$, a true single level gives a straight line in $\ln(\tau T^2)$ against $1/kT$. The two artificial time constants do so as well, within 0.01 in the logarithm, with apparent energies of 0.557 and 0.609 eV. These values depend on the time window: 1 µs to $10^5$ s gives 0.571 and 0.621 eV, and 1 ms to 100 s gives 0.514 and 0.573 eV with deviations of up to 0.04. Neither marks a distinct level: the model has one continuous band centred on 0.60 eV, and both values lie inside it.

### What does help

**Scan $\lambda$.** In the example there are two or three peaks at $\lambda=0.03$, 0.1 and 0.3, but only one at 1, 3, 10 and 30 (the third peak, at 0.1, disappears on finer grids). Peaks that come and go while the fit remains acceptable are not established by the data.

**Do not read one smooth peak as one trap.** I replaced the band by two real sharp traps at 0.067 s and 0.657 s. The stronger smoothing merged them in 30 of 30 noise realizations. Two equal traps at 0.01 s and 10 s stayed separate in 30 of 30.

**Lower the noise and compare explicit models.** For two exponentials to fail on their own misfit, require $D/\varepsilon^2=3\sqrt{2N}=35.7$, which gives $\varepsilon=0.0134$, or 1.3 mA/mm. That takes about five averaged sweeps if the noise is independent and the device recovers identically each time. At 0.3 mA/mm, two exponentials gave a mean $\chi^2$ of 779 over 20 realizations (778 expected), against 65 for the band. This rejects two sharp traps. Three sharp traps come much closer, with an expected $\chi^2$ of about 124, but would usually be rejected too at this noise. Two broadened traps are not excluded.

### How close this is to a real device

The parameters are in the rough regime of a GaN high-electron-mobility transistor, but the Gaussian band is an assumption, and the noise is a choice on which the ambiguity depends. Recovery limited by charge transport through the layers, rather than by thermal emission, lies outside the model. Of the neglected effects estimated here, a field-dependent depth can shift $\tau$ the most. If the trap is left positively charged after emitting its electron, Poole–Frenkel lowering at 0.1 MV/cm is 0.080 eV for a relative permittivity of 9, which shortens $\tau$ by 3.1 e-folds for emission along the field, and by 1.7 e-folds, still more than $s$, when averaged over emission directions. A uniform field merely shifts the spectrum. A field ranging from 0.05 to 0.1 MV/cm spreads even a single level over $3.09(1-1/\sqrt2)=0.9$ e-folds in the one-dimensional estimate, and over 0.6 e-folds with the angular average. Self-heating of 5 K shifts $\ln\tau$ by 0.42. If trapping acts as an added series resistance, the current departs from the linear law by up to 5.6 mA/mm, more than the noise. A band fit absorbs nearly all of this, but moves the centre from 0.205 to 0.261 s and the width from 1.35 to 1.31. The remaining estimates are in the numerical output below.

For your transient, "two exponentials describe the data at this noise level" is a safe statement. "There are two traps" needs, at the least, evidence that a single broad band fails. Even then, one level in two regions of different field could give two time constants.

## Computed values

```
Trap energy 0.60 eV, spread 35 meV, T 300 K
Mass 0.20 m_e, cross-section 1.0e-15 cm2
Final current 500, collapse 100, noise 3.0 mA/mm
Times 71, from 1e-04 to 1e+03 s; 4.34 per e-fold
True band: centre 0.205 s, ln-width 1.354, FWHM 1.38 decades
Example: time (s), clean and noisy current (mA/mm)
  1e-04  400.1  403.3
  1e-03  401.2  401.7
  1e-02  409.6  406.9
  1e-01  444.8  445.7
  1e+00  488.6  486.0
  1e+01  499.6  502.0
  1e+02  500.0  502.9
  1e+03  500.0  496.8
Example noise seed 6 (first meeting stated conditions)
Weak lambda 0.03: peaks at 0.075 and 0.750 s
  area shares 0.54 and 0.46, valley/lower peak 0.000
  chi2 61.4; unregularized minimum 61.3
Smooth lambda 30.51: one peak at 0.237 s, ln-width 1.42, chi2 73.0
Lambda scan: 0.03:2, 0.1:3, 0.3:2, 1:1, 3:1, 10:1, 30:1 peaks
Peak gap 2.30 e-folds; ripple gain at this period 0.0209
Half-pass ripple period: weak 1.79, smooth 6.03 e-folds
Occupied width without smoothing: 41 nodes 2.30, 161 nodes 0.58 e-folds
Two-exponential fit: 0.075 and 0.679 s, chi2 62.6 (95% limit 86.0)
Single-band fit: 0.208 s, ln-width 1.24, chi2 65.4
Of 60 runs, weak peak counts 1/2/3/4+: 0/1/32/27
Smooth inversion gives one peak in 60; two exponentials accepted in 52
Equal-line imitation: largest error 5.15 mA/mm
Best noise-free lines 0.067 and 0.657 s; D 0.00641, chi2 bias 7.12
Noise for a bias of 3 sqrt(2N): 1.34 mA/mm, or 5.0 averaged sweeps
At 0.3 mA/mm noise: mean chi2 lines 779 (predicted 778), band 64.7
  band accepted in 95% of 20 runs
Real close pair merged by smoothing: 30 of 30
Real pair 0.01 and 10 s kept as two: 30 of 30
Apparent energies 0.557 and 0.609 eV, 280-340 K; largest ln deviation 0.0094
Apparent cross-sections 5.73e-16 and 4.45e-16 cm2
Self-heating 5.0 K (1 V, 10 K mm/W): ln-tau shift 0.42
Poole-Frenkel at 0.1 MV/cm, permittivity 9: 0.080 eV, ln-tau shift 3.09
Phonon-assisted tunnelling at 0.1 MV/cm: shift 0.092
Residual filling, level 0.10 eV above Fermi: 0.020
10% mass change: ln-tau shift 0.095
Band ln-width at 400 K: 1.015
Series-resistance nonlinearity: up to 5.56 mA/mm
  fitted band 0.261 s, ln-width 1.314, chi2 bias 0.06
```
